# Momentum wave functions of hydrogen's bound states: derivation and properties: a program that tests the result

```python
# Podolsky-Pauling momentum functions of hydrogen. Rydberg units: H = p^2 - 2Z/r,
# r in a0, p in hbar/a0, energy in Ry. With k = n-l-1 and Z = 1,
#   R_nl = N (2r/n)^l exp(-r/n) L_k^(2l+1)(2r/n),  N = (2/n^2) sqrt(k!/(n+l)!),
#   phi(p) = (2 pi)^(-3/2) Int exp(-i p.r) R Y_lm d^3r = (-i)^l F_nl(p) Y_lm(p^),
#   F_nl = sqrt(2/pi) Int r^2 j_l(pr) R dr
#        = sqrt(2 k!/(pi (n+l)!)) n^2 2^(2l+2) l! (np)^l (n^2p^2+1)^(-l-2) C_k^(l+1)(x),
#   x = (n^2p^2-1)/(n^2p^2+1), C = Gegenbauer; F^Z(p) = Z^(-3/2) F(p/Z).
# u_k = r^l exp(-kap r) L_k^(2l+1)(2 kap r) is the fixed-scale function.
import numpy as np, sympy as sp, mpmath as mp
from math import factorial as fac, comb, pi, sqrt, log
from scipy.special import spherical_jn, eval_genlaguerre, eval_gegenbauer
from scipy.special import lpmv, eval_legendre, roots_gegenbauer
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc

# ---------- symbolic tests ----------
t, x, y = sp.symbols('t x y', real=True)
r, p, kap = sp.symbols('r p kap', positive=True)
def lag_coef(k, a):
    return [sp.Rational((-1)**j*comb(k+a, k-j), fac(j)) for j in range(k+1)]
def taylor(f, kmax):
    out = []
    for k in range(kmax+1):
        out.append(sp.expand(f.subs(t, 0)/fac(k)))
        f = sp.diff(f, t)
    return out
D = 1 - 2*x*t + t**2
for l in range(3):
    a, lam = 2*l+1, l+1
    cL = taylor((1-t)**(-a-1)*sp.exp(-y*t/(1-t)), 4)
    cG = taylor(D**(-lam), 4)
    cH = taylor((1-t**2)*D**(-lam-1), 4)
    for k in range(5):
        Lk = sum(c*y**j for j, c in enumerate(lag_coef(k, a)))
        assert sp.expand(cL[k] - Lk) == 0                     # Laguerre generating function
        assert sp.expand(cG[k] - sp.gegenbauer(k, lam, x)) == 0
        assert sp.expand(cH[k] - sp.Rational(k+lam, lam)*cG[k]) == 0
        assert cG[k].subs(x, 1) == sp.Rational(fac(k+2*l+1), fac(k)*fac(2*l+1))
        assert sp.expand(cG[k].subs(x, -x) - (-1)**k*cG[k]) == 0
        u = r**l*sp.exp(-kap*r)*Lk.subs(y, 2*kap*r)
        res = (-sp.diff(u, r, 2) - 2*sp.diff(u, r)/r + l*(l+1)*u/r**2
               + kap**2*u - 2*kap*(k+l+1)*u/r)
        assert sp.expand(res*sp.exp(kap*r)*r**2) == 0         # radial equation
S = kap**2 + p**2
gam = kap*(1+t)/(1-t)
assert sp.cancel(gam**2 + p**2 - S*D.subs(x, (p**2-kap**2)/S)/(1-t)**2) == 0
# exact transform of u_k from j_l = Re h_l, times p^(l+1) S^(k+l+2)
for l in range(4):
    for k in range(4):
        A, e = k+l+2, 0
        for j, c in enumerate(lag_coef(k, 2*l+1)):
            for s in range(l+1):
                a = l+1+j-s
                e += (c*(2*kap)**j*(-sp.I)**(l+1)*(sp.I/2)**s*p**(l-s)*fac(a)
                      * sp.Rational(fac(l+s), fac(s)*fac(l-s))
                      * (kap+sp.I*p)**(a+1)*S**(A-a-1))
        e = sp.expand(e)
        lhs = sp.expand(e + sp.conjugate(e))/2
        co = sp.Poly(sp.gegenbauer(k, l+1, x), x).all_coeffs()[::-1]
        SC = sum(c*(p**2-kap**2)**m*S**(k-m) for m, c in enumerate(co))
        assert sp.expand(lhs - 2**(l+1)*fac(l)*(k+l+1)*kap*p**(2*l+1)*SC) == 0

# ---------- numerical tools ----------
def panels(a, b, npan, order=16):
    g, w = np.polynomial.legendre.leggauss(order)
    ed = np.linspace(a, b, npan+1)
    h = 0.5*np.diff(ed)[:, None]
    return (ed[:-1, None] + h*(g+1)).ravel(), (h*w).ravel()
def Nnl(n, l): return 2/n**2*sqrt(fac(n-l-1)/fac(n+l))
def R(n, l, rr, Z=1):
    z = 2*Z*rr/n
    return Z**1.5*Nnl(n, l)*z**l*np.exp(-z/2)*eval_genlaguerre(n-l-1, 2*l+1, z)
def F_quad(n, l, q, Z=1):
    rr, w = panels(0, n*(50+4*n)/Z, 300)
    q = np.atleast_1d(q)
    return sqrt(2/pi)*(spherical_jn(l, np.outer(q, rr)) @ (w*rr**2*R(n, l, rr, Z)))
def pref(n, l): return sqrt(2*fac(n-l-1)/(pi*fac(n+l)))*n**2*2**(2*l+2)*fac(l)
def xvar(n, q): return (n*n*q*q-1)/(n*n*q*q+1)
def F(n, l, q, Z=1):
    q = q/Z
    return (Z**-1.5*pref(n, l)*(n*q)**l/(n*n*q*q+1)**(l+2)
            * eval_gegenbauer(n-l-1, l+1, xvar(n, q)))
def pint(f, pts):
    ed = [0.0] + list(pts) + [np.inf]
    return sum(quad(f, a, b, epsabs=1e-12, epsrel=1e-11, limit=300)[0]
               for a, b in zip(ed[:-1], ed[1:]))
def Ylm(l, m, ct, ph):
    return sqrt((2*l+1)/(4*pi)*fac(l-m)/fac(l+m))*lpmv(m, l, ct)*np.exp(1j*m*ph)

# plane-wave projection and Rayleigh form of j_l
gu, gw = np.polynomial.legendre.leggauss(64)
ray = sp.sin(r)/r
for l in range(4):
    jl = float(((-r)**l*ray).subs(r, sp.Rational(23, 10)))
    proj = 0.5*np.sum(gw*np.exp(-2.3j*gu)*eval_legendre(l, gu))
    assert abs(proj - (-1j)**l*jl) < 1e-12 and abs(jl - spherical_jn(l, 2.3)) < 1e-12
    ray = sp.diff(ray, r)/r
# Hankel integrals for complex gamma, and the transformed generating function
rr, w = panels(0, 150, 300)
for l in range(4):
    for th in (0.0, 1.1, 2.5, pi):
        tt = 0.5*np.exp(1j*th); g = (1+tt)/(1-tt); q = 1.7      # kap = 1
        assert g.real >= 1/3 - 1e-12
        base = w*spherical_jn(l, q*rr)*np.exp(-g*rr)*rr**(l+1)
        I1, I2 = base.sum(), (base*rr).sum()
        assert abs(I1 - (2*q)**l*fac(l)/(g*g+q*q)**(l+1)) < 1e-10
        assert abs(I2 - 2**(l+1)*fac(l+1)*q**l*g/(g*g+q*q)**(l+2)) < 1e-10
        ks = np.arange(80)
        ser = (2**(l+1)*fac(l)*q**l/(1+q*q)**(l+2)
               * np.sum((ks+l+1)*eval_gegenbauer(ks, l+1, xvar(1, q))*tt**ks))
        assert abs(I2/(1-tt)**(2*l+2) - ser) < 1e-8
# final formula against quadrature; norm; <p^2>; Z scaling
qs = np.array([0.02, 0.11, 0.3, 0.8, 3.0]); worst = 0.0
for n in range(1, 7):
    rg, wg = panels(0, n*(50+4*n), 300)
    for l in range(n):
        assert abs(np.sum(wg*rg**2*R(n, l, rg)**2) - 1) < 1e-11
        d = np.abs(F_quad(n, l, qs) - F(n, l, qs)); worst = max(worst, d.max())
        assert np.all(d < 1e-10 + 1e-9*np.abs(F(n, l, qs)))
        bp = (0.3/n, 1/n, 3/n, 10/n)
        assert abs(pint(lambda q: (q*F(n, l, q))**2, bp) - 1) < 1e-9
        assert abs(pint(lambda q: (q*q*F(n, l, q))**2, bp) - 1/n**2) < 1e-9
assert np.allclose(F_quad(4, 1, qs, Z=2), F(4, 1, qs, Z=2), rtol=1e-9, atol=1e-10)
# direct three-dimensional Fourier integral: phase and angular factor
r3, w3 = panels(0, 120, 12)
ph = np.arange(96)*2*pi/96
ct, PH = np.meshgrid(gu, ph, indexing='ij')
tp, pp, q = 0.9, 0.6, 0.4
cosg = ct*np.cos(tp) + np.sqrt(1-ct**2)*np.sin(tp)*np.cos(PH-pp)
wave = np.exp(-1j*q*r3[:, None, None]*cosg[None])
for n, l, m in ((3, 1, 1), (3, 2, 1), (2, 1, 0)):
    ang = np.sum(wave*(Ylm(l, m, ct, PH)*gw[:, None]*2*pi/96)[None], axis=(1, 2))
    phi = np.sum(w3*r3**2*R(n, l, r3)*ang)/(2*pi)**1.5
    assert abs(phi - (-1j)**l*F(n, l, q)*Ylm(l, m, np.cos(tp), pp)) < 1e-9
# orthogonality: different n with plain weight; fixed kap = 1 with weight p^2+1
assert abs(pint(lambda q: q*q*F(2, 1, q)*F(4, 1, q), (0.1, 0.3, 1, 3))) < 1e-9
def T(k, l, q): return q**l/(1+q*q)**(l+2)*eval_gegenbauer(k, l+1, xvar(1, q))
for l in range(3):
    for k1, k2 in ((0, 1), (1, 2), (0, 2), (1, 3)):
        us = rr**(2*l+1)*np.exp(-2*rr)*eval_genlaguerre(k1, 2*l+1, 2*rr)
        assert abs(np.sum(w*us*eval_genlaguerre(k2, 2*l+1, 2*rr))) < 1e-11
        assert abs(pint(lambda q: q*q*(1+q*q)*T(k1, l, q)*T(k2, l, q), (.3, 1, 3, 10))) < 1e-10
    assert abs(pint(lambda q: q*q*T(0, l, q)*T(1, l, q), (.3, 1, 3, 10))) > 1e-5
# node count and positions from the quadrature transform
grid = np.geomspace(0.02, 2, 120)
for n, l in ((4, 0), (4, 2), (4, 3), (3, 0), (4, 1)):
    v = F_quad(n, l, grid); idx = np.where(v[:-1]*v[1:] < 0)[0]
    assert len(idx) == n-l-1
    nodes = np.array([brentq(lambda q: F_quad(n, l, q)[0], grid[i], grid[i+1],
                             xtol=1e-13) for i in idx])
    if len(idx):
        xr = np.sort(roots_gegenbauer(n-l-1, l+1)[0])
        assert np.allclose(nodes, np.sqrt((1+xr)/(1-xr))/n, atol=1e-9)
        assert np.allclose(nodes*nodes[::-1]*n*n, 1, atol=1e-8)
# large-p tail: exact transform at high precision against the small-r coefficient
mp.mp.dps = 60
def F_exact(n, l, q):
    q, kp, s_ = mp.mpf(q), mp.mpf(1)/n, mp.mpc(0)
    for j, c in enumerate(lag_coef(n-l-1, 2*l+1)):
        for s in range(l+1):
            a = l+1+j-s
            s_ += (mp.mpf(int(c.p))/int(c.q)*(2*kp)**j*mp.mpc(0, -1)**(l+1)
                   * mp.mpc(0, .5)**s/q**(s+1)*(fac(l+s)//(fac(s)*fac(l-s)))
                   * fac(a)/mp.mpc(kp, -q)**(a+1))
    return float(mp.re(s_)*(2*kp)**l)*sqrt(2/pi)*Nnl(n, l)
def a_small(n, l): return R(n, l, 1e-9)/1e-9**l
def tail(n, l): return sqrt(2/pi)*2**(l+1)*fac(l)*a_small(n, l)
for n, l in ((1, 0), (3, 0), (4, 1), (5, 2), (4, 3)):
    assert abs(F_exact(n, l, 1e4)*1e4**(l+4)/tail(n, l) - 1) < 1e-6
    slope = (R(n, l, 1e-5)/1e-5**l/a_small(n, l) - 1)/1e-5
    assert abs(slope + 1/(l+1)) < 1e-3
# momentum-space equation (p^2+1/n^2) F = (2/(pi p)) Int q Q_l(z) F(q) dq
def Ql(l, a, b):
    z = (a*a+b*b)/(2*a*b); q0 = log(abs((a+b)/(a-b)))
    return (q0, z*q0-1, 0.5*(3*z*z-1)*q0-1.5*z)[l]
for n, l in ((2, 0), (4, 1), (4, 2)):
    a = 0.3
    rhs = 2/(pi*a)*pint(lambda b: b*Ql(l, a, b)*F(n, l, b), (0.15, a, 0.6, 2))
    assert abs(rhs - (a*a+1/n**2)*F(n, l, a)) < 1e-7

# ---------- worked example: hydrogen 4p ----------
n, l, p0 = 4, 1, 0.3
k = n-l-1; x0 = xvar(n, p0)
cw = 2**(2*l+1)*n*fac(k)*fac(l)**2/(pi*fac(n+l))
Jx = quad(lambda s: s*(1-s*s)**(l+.5)*eval_gegenbauer(k, l+1, s)**2, 0, 1, epsabs=1e-13)[0]
qg, qw = panels(0, 1/n, 4)
Pq = np.sum(qw*(qg*F_quad(n, l, qg))**2)
assert abs(Pq - (0.5 + cw*Jx)) < 1e-9
p2 = pint(lambda q: (q*q*F(n, l, q))**2, (0.1, 0.25, 1, 3))
Ry, aup = pc['Rydberg constant times hc in eV'][0], pc['atomic unit of momentum'][0]
U = '(hbar/a0)^(-3/2)'
print(f"state: n = {n}, l = {l}, k = {k}, Z = 1; kappa = {1/n:.4f} hbar/a0")
print(f"E_n = {-1/n**2:.6f} Ry")
print(f"C_k^(l+1)(x) = {sp.gegenbauer(k, l+1, x)}")
print(f"N = {Nnl(n, l):.8f} a0^(-3/2)")
print(f"prefactor of F = {pref(n, l):.6f} {U}")
print(f"p = {p0} hbar/a0; np = {n*p0:.4f}; n^2p^2+1 = {(n*p0)**2+1:.4f}")
print(f"x = {x0:.8f}")
print(f"C(x) = {eval_gegenbauer(k, l+1, x0):.8f}")
print(f"(np)^l/(n^2p^2+1)^(l+2) = {(n*p0)**l/((n*p0)**2+1)**(l+2):.8f}")
print(f"F formula    = {F(n, l, p0):.8f} {U}")
print(f"F quadrature = {F_quad(n, l, p0)[0]:.8f} {U}")
print(f"node x = {xr[0]:.8f}, {xr[1]:.8f}")
print(f"node np = {n*nodes[0]:.8f}, {n*nodes[1]:.8f}")
print(f"node p = {nodes[0]:.8f}, {nodes[1]:.8f} hbar/a0")
print(f"product of node np = {n*n*nodes[0]*nodes[1]:.8f}")
print(f"<p^2> = kinetic energy = {p2:.8f} Ry = {p2*Ry:.6f} eV")
print(f"rms p = {sqrt(p2):.6f} hbar/a0 = {sqrt(p2)*aup:.5e} kg m/s")
print(f"weight constant c = {cw:.8f}")
print(f"odd integral on (0,1) = {Jx:.8f}")
print(f"P(p < 1/n): formula {0.5+cw*Jx:.8f}, quadrature {Pq:.8f}")
print(f"C(1) = {eval_gegenbauer(k, l+1, 1.0):.4f}")
print(f"small-r coefficient a = {a_small(n, l):.7f} a0^(-5/2)")
print(f"tail limit p^5 F = {tail(n, l):.7f} (hbar/a0)^(7/2)")
for q in (2, 10, 100):
    print(f"exact p^5 F at p = {q} hbar/a0: {F_exact(n, l, q)*q**5:.7f} (hbar/a0)^(7/2)")
print(f"He+ 4p, p = {2*p0} hbar/a0: Z^(-3/2) = {2**-1.5:.8f}")
print(f"He+ F scaling    = {F(n, l, 2*p0, Z=2):.8f} {U}")
print(f"He+ F quadrature = {F_quad(n, l, 2*p0, Z=2)[0]:.8f} {U}")
print(f"largest |formula - quadrature|, n <= 6: {worst:.0e} {U}")
print("every check passed")
```

It prints:

```
state: n = 4, l = 1, k = 2, Z = 1; kappa = 0.2500 hbar/a0
E_n = -0.062500 Ry
C_k^(l+1)(x) = 12*x**2 - 2
N = 0.01613743 a0^(-3/2)
prefactor of F = 26.369652 (hbar/a0)^(-3/2)
p = 0.3 hbar/a0; np = 1.2000; n^2p^2+1 = 2.4400
x = 0.18032787
C(x) = -1.60978232
(np)^l/(n^2p^2+1)^(l+2) = 0.08260603
F formula    = -3.50657652 (hbar/a0)^(-3/2)
F quadrature = -3.50657652 (hbar/a0)^(-3/2)
node x = -0.40824829, 0.40824829
node np = 0.64823152, 1.54265871
node p = 0.16205788, 0.38566468 hbar/a0
product of node np = 1.00000000
<p^2> = kinetic energy = 0.06250000 Ry = 0.850356 eV
rms p = 0.250000 hbar/a0 = 4.98213e-25 kg m/s
weight constant c = 0.16976527
odd integral on (0,1) = 1.71428571
P(p < 1/n): formula 0.79102618, quadrature 0.79102618
C(1) = 10.0000
small-r coefficient a = 0.0806872 a0^(-5/2)
tail limit p^5 F = 0.2575161 (hbar/a0)^(7/2)
exact p^5 F at p = 2 hbar/a0: 0.2279396 (hbar/a0)^(7/2)
exact p^5 F at p = 10 hbar/a0: 0.2562638 (hbar/a0)^(7/2)
exact p^5 F at p = 100 hbar/a0: 0.2575036 (hbar/a0)^(7/2)
He+ 4p, p = 0.6 hbar/a0: Z^(-3/2) = 0.35355339
He+ F scaling    = -1.23976202 (hbar/a0)^(-3/2)
He+ F quadrature = -1.23976202 (hbar/a0)^(-3/2)
largest |formula - quadrature|, n <= 6: 7e-13 (hbar/a0)^(-3/2)
every check passed
```
